Current of Bloch States with an Ultrasoft Overlap Operator, part 1

(Sections cited here and not found follow in the second part.)

A transport code that takes ultrasoft Bloch states and evaluates the ordinary probability current (1/2i)∫(ψ*∂_zψ − ∂_zψ* ψ) can obtain a number that depends on where the plane is put, because the ordinary current is in general incomplete on planes that cut a projector. In the model wire of section 8, one stationary state gives 0.04281, 0.03875 and 0.03356 atomic units on three planes of the same cell, while its group velocity over the period is 0.03343. On the plane through the atom, two states of equal energy and different k show a cross current of 0.01592, so the current computed there for their superposition depends on their relative phase, and reflection and transmission coefficients read from it lose their meaning. Adding a projector term built from D alone leaves part of both faults in place. A projector term with coefficients D − Eq removes both. For the current to equal the group velocity over the period, the state must also be normalized with the overlap operator S.

**1. Setting**

Hartree atomic units are used (ħ = m = e = 1), one spin direction is counted, and ions and effective potential are fixed. The operators are

H = −½∇² + V + Σ_s Σ_mn D_mn |β_m^s⟩⟨β_n^s|
S = 1 + Σ_s Σ_mn q_mn |β_m^s⟩⟨β_n^s|

Here s runs over atoms, V is local, D is the screened coefficient matrix, D and q are Hermitian and independent of energy and state, and S is positive. The system has period d along z. All states share one transverse Bloch vector k⊥, and transverse integrals cover one cell cross-section. Accordingly, s runs over the atoms of one such column, and β_m^s stands for the projector summed over its transverse images with the Bloch phases of k⊥. A state a obeys

H|a⟩ = E_a S|a⟩,  a(z+d) = λ_a a(z),  λ_a = exp(i k_a d)   (1)

with E_a real and k_a real or complex. The projectors must decay faster than a state with complex k grows, which compact or Gaussian projectors do. R(z0) multiplies by 1 for z > z0 and by 0 otherwise, L = 1 − R, and P = R(z0) − R(z1) selects the window z0 < z < z1.

**2. Continuity equation**

The time evolution is iS∂ψ/∂t = Hψ, which conserves ⟨ψ|S|ψ⟩. Since S is nonlocal it does not commute with P, and the charge in a window needs a definition. The Hermitian choice

N_ab = ½⟨a|(SP + PS)|b⟩   (2)

adds up to ⟨a|S|b⟩ when windows tile the axis. Section 4 shows that the current between states of equal energy does not depend on this choice. For ψ = c_a a exp(−iE_a t) + c_b b exp(−iE_b t), the cross term of the charge is c_a* c_b exp[i(E_a − E_b)t] N_ab, and its rate of change carries the factor i(E_a − E_b).

Let K = H − εS with ε real, so that K is Hermitian. Equation (1) gives K|b⟩ = (E_b − ε)S|b⟩ and, because the energies are real, ⟨a|K = (E_a − ε)⟨a|S. The window is finite, so both terms of the commutator exist, with ⟨a|KP|b⟩ meaning ⟨Ka|P|b⟩:

⟨a|[K,P]|b⟩ = (E_a − ε)⟨a|SP|b⟩ − (E_b − ε)⟨a|PS|b⟩   (3)

For ε = Ē = (E_a + E_b)/2 one has E_a − Ē = (E_a − E_b)/2 and −(E_b − Ē) = (E_a − E_b)/2, so the right side is (E_a − E_b)N_ab. Splitting [K,P] = [K,R(z0)] − [K,R(z1)] and multiplying by i gives

i(E_a − E_b) N_ab = I_ab(z0) − I_ab(z1)   (4)
I_ab(z0) = i⟨a|[H − ĒS, R(z0)]|b⟩   (5)

The left side of (4) is the growth of charge in the window, so I is the particle current in the +z direction, with the unit of inverse time. The operator i[K,R] is Hermitian, hence I_ab* = I_ba and I_aa is real. The choice of ε matters. For E_a ≠ E_b, ε = E_a gives the balance of a different charge: it turns (3) into (E_a − E_b)⟨a|PS|b⟩, which differs from (E_a − E_b)N_ab by (E_a − E_b)⟨a|[P,S]|b⟩/2. For E_a = E_b = E and ε ≠ E, the right side of (3) is (E − ε)⟨a|[S,P]|b⟩. This is in general not zero, so the current of a stationary state would depend on the plane. A projector term built from D alone is the case ε = 0.

**3. Explicit form**

V commutes with P and drops out, as does the unit operator in S. For T = −½∇²,

⟨Ta|P|b⟩ − ⟨a|P|Tb⟩ = −½∫_window (∇²a* b − a*∇²b) d³r = ½∫_window ∇·(a*∇b − ∇a* b) d³r

On the side walls of the cross-section the integrand is periodic, because a* and b carry opposite transverse Bloch phases, and opposite walls cancel. With w(z) = ∫d²r⊥ (a*∂_z b − ∂_z a* b) the result is ½[w(z1) − w(z0)]. Multiplying by i and using i/2 = −1/(2i) gives w(z0)/(2i) − w(z1)/(2i), so each plane contributes w/(2i).

For the projector part K_nl, insert 1 = L + R and use R² = R:

[K_nl,R] = (L+R)K_nl R − R K_nl(L+R) = L K_nl R − R K_nl L   (6)

The coefficient matrix of K_nl is D − Ēq, so

I_ab(z0) = (1/2i)∫d²r⊥ (a*∂_z b − ∂_z a* b) + i Σ_s Σ_mn (D − Ēq)_mn [⟨a|L|β_m^s⟩⟨β_n^s|R|b⟩ − ⟨a|R|β_m^s⟩⟨β_n^s|L|b⟩]   (7)

An atom whose projectors lie wholly on one side has either all its L overlaps or all its R overlaps equal to zero, and each product in the bracket contains one of each. Only atoms cut by the plane contribute, which also shows that (5) is finite for extended states. The term describes amplitude carried across the plane by the separable operator without passing through it as a local flux. For q = 0 it is the nonlocal current of a norm-conserving separable potential, and on a plane that cuts no projector (7) is the ordinary current.

**4. Independence of the charge partition**

The physical augmentation charge is placed by functions Q_mn^s(r) with ∫Q_mn^s d³r = q_mn. The window charge is then

N′_ab = ∫_window a*b d³r + Σ_s Σ_mn ⟨a|β_m^s⟩⟨β_n^s|b⟩ ∫_window Q_mn^s d³r

Subtracting (2) removes the smooth part. Writing P = R(z0) − R(z1) in what remains gives N′ − N = Δ(z0) − Δ(z1), with

Δ_ab(z0) = Σ_s Σ_mn { ⟨a|β_m^s⟩⟨β_n^s|b⟩ ∫_{z>z0} Q_mn^s d³r − ½q_mn [⟨a|β_m^s⟩⟨β_n^s|R|b⟩ + ⟨a|R|β_m^s⟩⟨β_n^s|b⟩] }

An atom far to the left contributes 0 − 0. For an atom far to the right R acts as 1, the integral of Q is q_mn, and the two parts cancel. Δ is therefore finite and local to the plane. Adding i(E_a − E_b)[Δ(z0) − Δ(z1)] to both sides of (4) shows that N′ obeys the same law with

I′_ab = I_ab + i(E_a − E_b)Δ_ab   (8)

At equal energy I′ = I. The results below on current orthogonality, group velocity and scattering concern equal energies or the limit of equal energies, so for them (7) is the current for either partition. Between states of unequal energy, as in a time-dependent calculation, the partition matters.

**5. Current orthogonality**

Translation by d maps atoms onto atoms and leaves V, D and q unchanged. Shifting the integration variable in (7) by d moves the plane from z0 + d back to z0, relabels the atoms, and replaces a* by λ_a* a* and b by λ_b b:

I_ab(z0 + d) = λ_a* λ_b I_ab(z0)   (9)

Taking the window in (4) as one cell, z1 = z0 + d,

i(E_a − E_b) N_ab^cell = (1 − λ_a*λ_b) I_ab(z0)   (10)

For E_a = E_b, equation (4) says that I_ab is the same on every plane, and (10) says

(1 − λ_a*λ_b) I_ab = 0,  λ_a*λ_b = exp[i(k_b − k_a*)d]   (11)

A quantity that is independent of the plane and also changes by a factor different from 1 over a period must vanish. For real wave vectors, I_ab = 0 whenever k_a ≠ k_b modulo 2π/d: propagating states of equal energy and different k are current-orthogonal. For complex wave vectors "different k" is not the right condition. An evanescent state has λ_a*λ_a = |λ_a|² ≠ 1, so its own current is zero, and it is current-orthogonal to every propagating state because then |λ_a*λ_b| ≠ 1. Equation (11) puts no constraint on the pair k_b = k_a*, that is λ_b = 1/λ_a*, a growing and a decaying wave with the same phase per cell; section 7 shows, in the lattice form, that this element is nonzero for a simple root.

One case is useless for validating a code. If H and S are real and k⊥ = 0, b = a* is the state at −k, and A = [K,R] is real with Aᵀ = RK − KR = −A. Then I_ab = i bᵀAb = 0 by antisymmetry, whatever real symmetric matrix stands in place of D − Eq. For real H and S at k⊥ = 0, a test therefore needs a pair other than a and a*, such as two propagating states with k_a ≠ ±k_b.

**6. Cell norm and group velocity**

Let λ_a*λ_b = 1 and label atoms by cell n and index j within the cell. The Bloch condition gives ⟨β^{jn}|b⟩ = λ_b^n ⟨β^{j0}|b⟩ and ⟨a|P|β^{jn}⟩ = (λ_a*)^n ⟨a|P_{−n}|β^{j0}⟩, where P_{−n} is the one-cell window shifted by −nd. The phase factors multiply to 1 and the shifted windows sum to the identity. The projector part of ⟨a|PS|b⟩ thus becomes Σ_j q_mn⟨a|β_m^{j0}⟩⟨β_n^{j0}|b⟩. The same argument applies to ⟨a|SP|b⟩, so

N_ab^cell = ∫_cell a*b d³r + Σ_j Σ_mn q_mn ⟨a|β_m^{j0}⟩⟨β_n^{j0}|b⟩   (12)

Each atom of the cell is counted once, with projections over the full projector even where it extends past the cell boundary. The first term is also independent of z0, since a*b is periodic.

Now let k be real. Assume branches a and b whose energies are differentiable and whose states are continuous in k at fixed k⊥, with E_a(k) = E_b(k) = E; the case a = b is included. Apply (10) to a at k and b at k + δ. On the left, E_a(k) − E_b(k+δ) = −v_b δ + o(δ) with v_b = dE_b/dk. On the right, 1 − exp(iδd) = −i d δ + O(δ²). N and I are continuous in δ, so dividing by −iδ and letting δ → 0 gives

I_ab = v_b N_ab^cell / d   (13)

For a = b and N_aa^cell = 1,

I_aa = v_a/d = (1/d) dE_a/dk   (14)

on every plane. One particle per cell, moving at speed v, passes a plane once in the time d/v. The particle is counted with S, augmentation charge included. I is quadratic in the state, so normalizing ∫_cell|a|² to 1 instead divides the current by the smooth part of the S norm. At a band extremum v = 0 and the state carries no current.

For a ≠ b, exchange the labels in (13) and conjugate: I_ab = I_ba* = v_a N_ab^cell / d. Comparison with (13) gives (v_a − v_b)N_ab^cell = 0. If the slopes differ, the branches are S-orthogonal and I_ab = 0. If the slopes agree, the current matrix is v/d times the overlap matrix and is diagonal in any S-orthonormal basis of the pair. A diagonalization at the degenerate k returns an arbitrary S-orthonormal mixture, and (11) does not protect it: for (a ± b)/√2,

I_{+−} = ½(I_aa − I_ab + I_ba − I_bb) = (v_a − v_b)/(2d)   (15)

The remedy is to diagonalize the current matrix inside each degenerate set, in a basis of that set that is orthonormal in the cell norm (12). In any other basis one solves I x = (v/d) N x, with I and N the current and norm matrices of the set, which is (13) written for a general basis.

For a ring of M cells the allowed k are spaced by 2π/(Md), and a state normalized over the ring carries v/(Md). Summing over an interval of one branch for large M gives (Md/2π)∫dk v/(Md) = ∫dE/2π. The velocity cancels against the density of states, which is the channel current of the Landauer formula, and it does so because of (14).

The current (7), with coefficients D − Ēq, is the same on every plane for states of equal energy, vanishes between propagating states of equal energy and different k, and equals v/d for a state normalized to one per cell with S. What remains is the lattice form and its use in scattering, including the nonzero current between paired growing and decaying waves, followed by numerical tests and the order of operations.
